# Estimating Total Defects and Capture Rate from Two Independent Inspections

## Problem

A patterned wafer is inspected twice after resist development. The first inspection finds $n_1=80$ real defects and the second finds $n_2=60$. When the two lists are compared by position, $m=48$ defects appear on both. Estimate how many defects the wafer carries and what percentage of them the first inspection captured. How uncertain are the answers, and which departures from the assumptions would change them most?

The following assumptions are made.

1. The wafer carries a fixed number $N$ of defects. None is added or removed between the inspections.
2. For a given inspection, every defect is equally detectable. The first finds each defect with probability $p_1$, the second with probability $p_2$. The two probabilities may differ.
3. The inspections are independent: whether the first finds a defect does not alter the chance that the second finds it. Different defects are also found or missed independently.
4. False reports have been removed, and common defects have been matched correctly.

A hat marks an estimate. Capture rates are given in percent and their errors in percentage points.

## First estimate by scaling

The number $N$ is unknown, so $p_1$ cannot be found by dividing $n_1$ by $N$. The second inspection supplies a way round this. Its 60 finds are defects known to exist, and by independence they were selected without regard to what the first inspection saw. They therefore serve as a test sample for the first inspection:

$$
P(\text{found by 1}\mid\text{found by 2})
=\frac{p_1p_2}{p_2}=p_1 .
$$

The fraction of this sample that the first inspection caught estimates its capture rate,

$$
\hat p_1=\frac{m}{n_2}=\frac{48}{60}=0.80 .
$$

If 80 finds represent 80 percent of the defects, the total follows by scaling up:

$$
\hat N=\frac{n_1}{\hat p_1}=\frac{n_1n_2}{m}
=\frac{80\times60}{48}=100 .
$$

Exchanging the roles of the inspections gives $\hat p_2=m/n_1=48/80=0.60$ and the same total. Equal detectability of the defects thus does not require equally sensitive inspections.

The estimate also says how many defects neither inspection saw. The first alone found $80-48=32$, the second alone found $60-48=12$, and together they found

$$
n_1+n_2-m=80+60-48=92 .
$$

Subtracting this from the estimated total gives

$$
\hat N-(n_1+n_2-m)
=\frac{n_1n_2-mn_1-mn_2+m^2}{m}
=\frac{(n_1-m)(n_2-m)}{m},
$$

which is $32\times12/48=8$. The combined capture rate agrees with this count. A defect escapes both inspections with probability $(1-p_1)(1-p_2)$, so the estimated chance of finding it at least once is

$$
1-(1-0.80)(1-0.60)=0.92 .
$$

## Exact solution: the distribution of the overlap

Scaling uses the observed overlap, which is random, in place of its unknown expected value. To see what the data say about $N$, we need the probability of each possible overlap.

Hold $n_1$ and $n_2$ fixed at their observed values. Any particular set of $n_2$ defects is found by the second inspection with probability $p_2^{n_2}(1-p_2)^{N-n_2}$. This is the same for every set of that size, so all such sets are equally likely. There are $\binom{N}{n_2}$ of them. To obtain an overlap $m$, choose $m$ defects from the $n_1$ already found and the other $n_2-m$ from the $N-n_1$ missed by the first inspection. Hence

$$
L(N)=P(m\mid N)
=\frac{\binom{n_1}{m}\binom{N-n_1}{n_2-m}}{\binom{N}{n_2}} .
$$

This is the hypergeometric distribution. The unknown $p_1$ and $p_2$ have dropped out.

### The most likely total

Regard $L(N)$ as a function of the whole number $N$, and compare neighbouring values for $N>n_1+n_2-m$. The first binomial factor cancels. For the others,

$$
\frac{\binom{N-n_1}{n_2-m}}{\binom{N-1-n_1}{n_2-m}}
=\frac{N-n_1}{N-n_1-n_2+m},
\qquad
\frac{\binom{N-1}{n_2}}{\binom{N}{n_2}}
=\frac{N-n_2}{N}.
$$

Their product is

$$
\frac{L(N)}{L(N-1)}
=\frac{(N-n_1)(N-n_2)}{N(N-n_1-n_2+m)} .
$$

The denominator is positive, so the ratio is at least 1 when

$$
N^2-N(n_1+n_2)+n_1n_2
\ge N^2-N(n_1+n_2)+Nm .
$$

Cancelling equal terms leaves $N\le n_1n_2/m$. The likelihood therefore does not fall until $N$ passes the scaling estimate. Here that estimate is a whole number, and at $N=100$ the ratio is

$$
\frac{20\times40}{100\times8}=1 .
$$

Totals of 99 and 100 are equally likely to have produced the observed overlap, and no other total does better.

### An estimate without average bias

The scaling estimate contains $1/m$, and the average of a reciprocal is not the reciprocal of the average. A small change removes the resulting bias, provided $n_1+n_2\ge N$:

$$
\hat N_{\rm s}=\frac{(n_1+1)(n_2+1)}{m+1}-1 .
$$

To prove this, use $\binom{n_1}{m}/(m+1)=\binom{n_1+1}{m+1}/(n_1+1)$. Then

$$
E\!\left[\frac1{m+1}\right]
=\frac{1}{(n_1+1)\binom{N}{n_2}}
\sum_m\binom{n_1+1}{m+1}\binom{N-n_1}{n_2-m}.
$$

The sum counts the ways to choose $n_2+1$ objects from $N+1$, divided into groups of $n_1+1$ and $N-n_1$, with at least one taken from the first group. If $n_1+n_2\ge N$, the second group is too small to supply all $n_2+1$ objects, so the restriction excludes nothing. The sum is then $\binom{N+1}{n_2+1}=\frac{N+1}{n_2+1}\binom{N}{n_2}$, and

$$
E\!\left[\frac1{m+1}\right]=\frac{N+1}{(n_1+1)(n_2+1)},
\qquad E[\hat N_{\rm s}]=N .
$$

For the present counts, $\hat N_{\rm s}=81\times61/49-1=99.84$. The condition holds if the true total is no greater than 140.

### Uncertainty of the total

Let $f=n_1/N$ be the fraction of this wafer's defects found by the first inspection. Give each defect the value 1 if it was found by the first inspection and 0 otherwise. For one randomly selected defect the variance of this value is $v=f(1-f)$.

The second inspection selects $n_2$ different defects, so their values are slightly correlated. Let $c$ be the covariance for two different selections. If all $N$ defects were selected, the sum would always be $n_1$ and would have no variance. Thus

$$
Nv+N(N-1)c=0,\qquad c=-\frac{v}{N-1}.
$$

For $n_2$ selections,

$$
\operatorname{Var}(m)=n_2v+n_2(n_2-1)c
=n_2f(1-f)\frac{N-n_2}{N-1}.
$$

Now replace $N-1$ by $N$, and write $f\approx p_1$ and $n_2/N\approx p_2$. To leading order,

$$
\operatorname{Var}(m)\approx Np_1p_2(1-p_1)(1-p_2).
$$

A small change $\delta m$ changes $n_1n_2/m$ by the relative amount $-\delta m/m$. With the expected overlap $Np_1p_2$,

$$
\operatorname{Var}(\hat N)\approx
\frac{N^2\operatorname{Var}(m)}{(Np_1p_2)^2}
=\frac{N(1-p_1)(1-p_2)}{p_1p_2}.
$$

Inserting the estimates gives

$$
\sqrt{\frac{100\times0.20\times0.40}{0.80\times0.60}}
=4.08\ \text{defects}.
$$

A simulation of 20,000 wafers, each with 100 defects found independently at rates of 80 and 60 percent, gives a standard deviation of 4.19 defects. In that simulation $n_1$ and $n_2$ also vary from wafer to wafer. With them held at 80 and 60 and $N=100$, the hypergeometric distribution gives 4.12 defects. The leading-order formula is slightly low in either comparison.

A range can also be obtained directly from the hypergeometric distribution. For each trial $N$, add the probabilities of overlaps of 48 or fewer, and separately those of 48 or more. Keep $N$ if both sums exceed 2.5 percent. The retained totals run from 94 to 112. Under the stated assumptions, this procedure excludes the true total in at most 5 percent of repetitions, because each tail contributes at most 2.5 percent.

### Uncertainty of the capture rate

"Capture rate" can mean two things. If it means the long-run probability $p_1$, each of the 60 test defects is an independent trial, and the standard error is

$$
\sqrt{\frac{p_1(1-p_1)}{n_2}}
=\sqrt{\frac{0.80\times0.20}{60}},
$$

or 5.2 percentage points. If it means the fraction $f$ actually caught on this wafer, the variance of $m$ found above applies. Dividing it by $n_2^2$ introduces the extra factor $1-n_2/N\approx0.40$ in the variance, and the error falls to 3.3 percentage points. It is smaller because the test sample already contains a large part of the finite population in question.

## Comparison of the two solutions

The scaling estimate is 100, the totals that make the observed overlap most likely are 99 and 100, and the bias-corrected value is 99.84. These differences are small beside the standard error of about 4. Scaling is therefore adequate for the central value here. The distribution adds the range, without which the apparent precision of "100 defects" would mislead.

Two limits show where scaling alone is insufficient. If there were no common defects, $m=0$, it would give no finite total. The likelihood ratio would exceed 1 for every allowed $N$, so no finite total would be the most likely one either.

If instead every defect found by the second inspection had also been found by the first, $m=n_2$, scaling would give $\hat N=n_1$ and a capture rate of 100 percent. Yet the distribution does not rule out a missed defect. With $N=n_1+1$, the second inspection avoids the one missed defect with probability $1-n_2/(n_1+1)$, which is greater than zero for $n_2\le n_1$. Complete overlap is evidence of high capture only when $n_2$ is large, and even then it is not proof. If the second inspection found just three defects, a first inspection with a capture rate of 50 percent would have caught all three about one time in eight.

## When detectability or independence fails

Let $P_1$ and $P_2$ be the capture probabilities averaged over all defects, and define

$$
\kappa=\frac{P(\text{found by both})}{P_1P_2}-1 .
$$

The expected counts are $NP_1$, $NP_2$ and $NP_1P_2(1+\kappa)$. Combining them gives

$$
\frac{(NP_1)(NP_2)}{NP_1P_2(1+\kappa)}=\frac{N}{1+\kappa}.
$$

Positive $\kappa$ makes the estimated total too low and the estimated capture rate too high. Negative $\kappa$ does the reverse. The three counts alone cannot determine $\kappa$.

Suppose half the defects are easy and half are hard for both inspections, with capture probabilities $P_i(1+s)$ and $P_i(1-s)$. If the inspections are independent for each individual defect, then

$$
1+\kappa=\frac{(1+s)^2+(1-s)^2}{2}=1+s^2 .
$$

For a chosen spread $s=0.30$, $\kappa=0.09$. The counts 80, 60 and 48 would then be the expected result from 109 defects, not 100. The true average rates would be $80/109=73.4$ percent and $60/109=55.0$ percent.

If one inspection has uniform detectability, a spread in the other does no such harm. With $p_2$ the same for every defect, the average of $p_1p_2$ is $P_1p_2$, so $\kappa=0$.

Dependence can also arise from procedure. Let the first inspection find 80 percent of 100 defects and guide the second, which finds 66 percent of those already reported and 36 percent of the others. Its average rate is still $0.80\times0.66+0.20\times0.36=0.60$, but $\kappa=0.528/0.480-1=0.10$. The estimate tends to 90.9 instead of 100.

## The numbers beside a real inspection

Consider optical inspection of a 300 mm wafer, with an assumed coordinate error of $\sigma=10$ µm per axis for each tool and a chosen matching radius $r=50$ µm. The counts themselves are illustrative, since capture depends on the defects and on the sensitivity setting. Equal detectability is doubtful here, because optical signal depends on defect size, type and surrounding pattern. The illustrative 30 percent spread moves the total by 9 defects, about twice its standard error. The guided inspection gave a shift of similar size, and these two are the largest among the examples worked here. Sorting defects into classes and applying the method to each removes the systematic error from unequal detectability if, within each class, at least one inspection finds all defects with equal probability. The cost is smaller counts in each class, which make the bias from $1/m$ more important. For a class of 55 defects found at rates of 51 and 39 percent, scaling is 1.9 defects too high on average, while the bias of the corrected formula is negligible. The correction does not rescue a class in which the expected overlap is only about one defect, however. For 20 defects found at 20 percent by each inspection, $n_1+n_2\ge N$ fails, the overlap is zero in 44 percent of cases, and the corrected estimate is 5.9 defects too low on average. Sorting also cannot reveal a class that both inspections miss entirely.

False reports matter too. If 4 of the first 80 were false and had no partner in the second list, the corrected total would be $76\times60/48=95$. The first capture rate would remain $48/60=80$ percent.

Matching errors are much smaller here. For independent Gaussian errors, the separation of two reports of one defect has standard deviation $s_r=\sqrt2\,\sigma=14.1$ µm per axis. The fraction of true pairs lost is

$$
\int_r^\infty\frac{\rho}{s_r^2}e^{-\rho^2/(2s_r^2)}\,d\rho
=e^{-r^2/(2s_r^2)}=e^{-6.25},
$$

or 0.19 percent, which raises the estimated total by 0.19 defects. This loss depends strongly on the ratio $r/\sigma$. With $\sigma=15$ µm and the same radius it would be 6.2 percent, and an estimate of 100 defects would be 6.2 too high. The radius must therefore be chosen to suit the actual coordinate error. In the other direction, a report seen by the first inspection alone may lie by chance near one seen by the second alone. For uniform scatter over a wafer of radius $R=150$ mm, neglecting the edge, the expected number of such pairs is $32\times12\times(r/R)^2=4.3\times10^{-5}$. Clustered defects would make chance matches more frequent.
